# Reciprocal construction of the displacement lattice of a grain boundary

Two grains of a metal meet at a boundary. Their translation lattices are $L_1=A_1\mathbb Z^3$ and $L_2=A_2\mathbb Z^3$, with the basis vectors as columns of $A_1$ and $A_2$ and cell volumes $V_1$ and $V_2$. Both lattices are imagined to fill all space and to share the origin. The coincidence lattice is $C=L_1\cap L_2$.

Crystal 2 is now displaced rigidly by $t$. For some $t$ the two-coloured pattern $(L_1,L_2)$ reappears, possibly translated as a whole. The set $D$ of these displacements is the displacement-shift-complete (DSC) lattice. The problem is to find $D$ from diffraction-like data, and to see what it implies for the boundary.

The reciprocal of a lattice is taken without $2\pi$:
$$L^*=\{g:\ g\cdot r\in\mathbb Z\ \text{for all } r\in L\}.$$
The wavevectors are $k=2\pi g$. For a crystal with several atoms per primitive cell, $L$ is its translation lattice, not the set of its atoms.

## (a) Which displacements restore the pattern?

*Express $D$ through $L_1$ and $L_2$, and relate it to coincident sites.*

**Solution.** The pattern is restored if one translation $s$ gives both
$$L_1=L_1+s,\qquad L_2+t=L_2+s .$$
The first equation holds if and only if $s\in L_1$. The second holds if and only if $t-s\in L_2$. Hence $t=s+(t-s)$ is a sum of a vector of each lattice. Conversely, if $t=l_1+l_2$, the choice $s=l_1$ satisfies both equations. Therefore
$$D=L_1+L_2=\{l_1+l_2\}.$$

Coincident sites give the same condition. A site common to $L_1$ and $L_2+t$ means $l_1=l_2+t$, or $t=l_1-l_2$, which again lies in $L_1+L_2$. If $l_1$ is one such site, then $L_2+t=L_2+l_1$, and
$$L_1\cap(L_2+t)=(L_1+l_1)\cap(L_2+l_1)=C+l_1 .$$
So a displacement either destroys every coincidence of lattice sites or moves the whole coincidence lattice. With several atoms per cell, atoms can still coincide for $t$ outside $D$. If crystal 1 has atoms on $L_1+\tau$ and crystal 2 has atoms on $L_2$, the displacement $t=\tau$ brings them together on $C+\tau$, and $\tau$ need not lie in $D$.

## (b) When is $D$ a lattice?

*Find the condition on $T=A_1^{-1}A_2$.*

**Solution.** Suppose that $T$ is rational, and let $m$ be a positive integer that makes $mT$ an integer matrix. From $mA_2=A_1(mT)$ we get $mL_2\subset L_1$, so
$$L_1\subset D\subset \tfrac1m L_1 .$$
In the basis $A_1/m$, $D$ is a subgroup of $\mathbb Z^3$. Such a subgroup has a basis: its last coordinates form the multiples of some integer $k$. Take one element with last coordinate $k$. Subtracting multiples of it leaves elements with last coordinate zero, and the argument is repeated for the remaining coordinates. As $D$ contains $L_1$, it has three independent basis vectors and is a lattice.

Conversely, let $D=A_D\mathbb Z^3$ be a lattice. Since $L_1\subset D$, there is an integer matrix $N$ with $A_1=A_DN$ and $\det N\neq0$. With $N^{-1}=\mathrm{adj}(N)/\det N$,
$$(\det N)A_D=A_1\,\mathrm{adj}(N),$$
so $(\det N)D\subset L_1$. This holds in particular for $L_2\subset D$, and therefore $(\det N)T$ is an integer matrix. Thus $D$ is a lattice if and only if $T$ is rational.

The same condition makes $C$ three-dimensional. If $T$ is rational, so is $T^{-1}$, and some positive integer $p$ gives $pL_1\subset L_2$, hence $pL_1\subset C$. If instead $C$ has three independent vectors, they are the columns of $A_1M_1=A_2M_2$ with invertible integer matrices $M_1,M_2$, and $T=M_1M_2^{-1}$ is rational. Rational $T$ is assumed from here on, except in part (h).

## (c) The reciprocal construction

*Prove that $D=(L_1^*\cap L_2^*)^*$.*

**Solution.** First take the reciprocal of the sum. If $g$ gives an integer with every $l_1+l_2$, then setting $l_2=0$ shows $g\in L_1^*$, and setting $l_1=0$ shows $g\in L_2^*$. If $g$ lies in both reciprocal lattices, then $g\cdot(l_1+l_2)=g\cdot l_1+g\cdot l_2$ is an integer. Hence
$$(L_1+L_2)^*=L_1^*\cap L_2^* .$$

Next, a lattice is the reciprocal of its reciprocal. For $L=A\mathbb Z^3$, the condition $g\in L^*$ says that $g$ has integer products with the columns of $A$, so that $A^{\mathsf T}g=h\in\mathbb Z^3$. Thus $L^*=A^{-\mathsf T}\mathbb Z^3$. Repeating the operation gives the matrix $(A^{-\mathsf T})^{-\mathsf T}=A$, so $L^{**}=L$.

Part (b) established that $D$ is a lattice, so this may be applied to it:
$$\boxed{D=D^{**}=(L_1^*\cap L_2^*)^*}$$
The DSC lattice is the reciprocal of the coincidence lattice formed by the two reciprocal lattices. With $k=2\pi g$ and the reciprocal defined by $k\cdot r\in2\pi\mathbb Z$, the common vectors are multiplied by $2\pi$ and the condition $k\cdot t\in2\pi\mathbb Z$ is again $g\cdot t\in\mathbb Z$. The result does not depend on the convention.

## (d) How fine is the DSC lattice?

*Relate its cell volume $V_D$ to the density of coincident sites.*

**Solution.** Write $[L:M]$ for the number of distinct translates of a sublattice $M$ that make up $L$. Send each $l_1\in L_1$ to the translate $l_1+L_2$ inside $D$. Every translate is reached, because $l_1+l_2+L_2=l_1+L_2$. Two vectors of $L_1$ reach the same one if and only if their difference lies in $L_2$, and hence in $C$. Therefore $[L_1:C]=[D:L_2]$.

The points of $D$ have density $1/V_D$. They consist of $[D:L_2]$ disjoint translates of $L_2$, each of density $1/V_2$. Hence
$$[L_1:C]=[D:L_2]=\frac{V_2}{V_D}.$$
For two grains of one metal $V_1=V_2=V$. The index is then called $\Sigma$: one site in $\Sigma$ coincides, and $V_D=V/\Sigma$.

A pair with unequal cells shows that the volumes must not be interchanged. Take
$$T=\begin{pmatrix}1&\tfrac12&0\\0&1&\tfrac12\\0&0&\tfrac32\end{pmatrix},\qquad \frac{V_2}{V_1}=\det T=1.5 .$$
A vector $g=A_1^{-\mathsf T}h$ of $L_1^*$ belongs to $L_2^*$ if $h^{\mathsf T}T$ is integral. This requires $h_1$ even and $h_2+3h_3$ even, which one vector in four satisfies. So $V_D=V_1/4$ and $[L_1:C]=1.5\times4=6$. A direct count of coincident sites for a triclinic $A_1$ also gave 6.

## (e) A $\Sigma5$ boundary in an fcc metal

*Take $a=0.36$ nm, roughly the lattice parameter of copper, and rotate grain 2 about $[001]$ by $\arctan(3/4)=36.87^\circ$. Find the DSC lattice.*

**Solution.** The rotation and the fcc reciprocal vectors are
$$R=\frac15\begin{pmatrix}4&-3&0\\3&4&0\\0&0&5\end{pmatrix},\qquad g=\frac1a(h,k,l),$$
with $h,k,l$ all even or all odd. Such a $g$ is also in $L_2^*$ if $R^{\mathsf T}g=(h',k',l)/a$ obeys the same rule, where
$$5h'=4h+3k,\qquad 5k'=-3h+4k .$$
The first is divisible by 5 if and only if $h\equiv3k$ modulo 5. The second is then $-9k+4k=-5k\equiv0$, so it is divisible too. Modulo 2 the equations read $h'\equiv k$ and $k'\equiv h$, which preserves the parity rule. The single condition $h\equiv3k$ selects one fcc reciprocal vector in five.

Three common vectors, in units of $1/a$, are
$$g_1=(0,0,-2),\quad g_2=(1,-3,-1),\quad g_3=(-3,-1,-1).$$
Their cell volume is $2\,|1\cdot(-1)-(-3)(-3)|=20$ in units of $a^{-3}$. The fcc reciprocal cell has volume $4a^{-3}$, and a sublattice of index 5 has $20a^{-3}$, so these vectors are a basis. Consider
$$d_1=\frac a{10}(-1,3,0),\quad d_2=\frac a{10}(3,1,0),\quad d_3=\frac a{10}(1,2,5).$$
The products $g_i\cdot d_j$ form the matrix
$$\begin{pmatrix}0&0&-1\\-1&0&-1\\0&-1&-1\end{pmatrix},$$
which is integral with determinant $-1$. Its inverse is also integral, so $d_1,d_2,d_3$ span the whole reciprocal of the common lattice. They are a basis of $D$.

The cell volume is $a^3/20=0.00233\ \mathrm{nm^3}$, one fifth of the primitive volume $a^3/4=0.01166\ \mathrm{nm^3}$. The shortest DSC vector has length $a/\sqrt{10}=0.114$ nm.

This was tested without using reciprocal vectors to find the coincidences. Displacements were tried on a grid of tenths of the primitive vectors of grain 1, which gives 1000 in one cell. Coincident sites survived for 5 of them, the same 5 that satisfy $g_i\cdot t\in\mathbb Z$.

For the $\Sigma3$ relation, a rotation by $60^\circ$ about $[111]$, the same construction gives the shortest vector $a(-2,1,1)/6$ of length 0.147 nm, and $V_D=0.00389\ \mathrm{nm^3}$, one third of the primitive volume.

## (f) What do the common reciprocal vectors do physically?

*Let each site of crystal 2 carry a dimensionless potential $e^{-r^2/2w^2}$. Average the total over the sites of crystal 1 and find the periods of the result in $t$.*

**Solution.** The undisplaced potential $v(r)$ has the periods of $L_2$, so $v(r)=\sum_{g\in L_2^*}v_g e^{2\pi i g\cdot r}$. The integral over one cell of the sum over sites equals the integral of one Gaussian over all space. Completing the square along each axis then gives
$$v_g=\frac1{V_2}\int e^{-r^2/2w^2}e^{-2\pi i g\cdot r}\,d^3r=\frac{(2\pi)^{3/2}w^3}{V_2}e^{-2\pi^2w^2g^2}.$$
The average $U(t)$ of $v(l_1-t)$ over one coincidence cell contains
$$S_g=\langle e^{2\pi i g\cdot l_1}\rangle_{l_1\in L_1/C}.$$
This is well defined, since $g\in L_2^*$ has integer products with $C$. Shifting all sites by some $l\in L_1$ only reorders them, so $S_g=e^{2\pi i g\cdot l}S_g$. Thus $S_g=0$ unless $g\cdot l$ is an integer for every $l\in L_1$, in which case $S_g=1$. The surviving terms have $g$ in both reciprocal lattices. Pairing $g$ with $-g$,
$$U(t)=\sum_{g\in L_1^*\cap L_2^*}v_g\cos(2\pi g\cdot t).$$

Each vector of $D$ is a period. There are no others: a period $d$ would require
$$U(0)-U(d)=\sum_g v_g\,[1-\cos(2\pi g\cdot d)]=0 .$$
Every $v_g$ is positive, so each bracket must vanish, every $g\cdot d$ is an integer, and $d\in D$.

For $w=0.04$ nm and $b$ a shortest DSC vector, direct summation over sites gives:

| Boundary | $U(0)$ | $U(b/2)$ | $U(b)$ |
|---|---:|---:|---:|
| $\Sigma5$ | 0.214 | 0.150 | 0.214 |
| $\Sigma3$ | 0.336 | 0.128 | 0.336 |

The drop at $b/2$ is 30% of $U(0)$ for $\Sigma5$ and 62% for $\Sigma3$, at fixed $w$. It comes from vectors with odd $g\cdot b$, each of which contributes $2v_g$. The shortest of these have $g^2=11/a^2$ for $\Sigma5$ and $8/a^2$ for $\Sigma3$, with four vectors in each case. With $2\pi^2w^2/a^2=0.244$ their Gaussian factors are 0.0685 and 0.142. The prefactor is $(2\pi)^{3/2}w^3/V_2=0.0864$, so these groups supply $8\times0.0864\times0.0685=0.047$ of the total drop of 0.064, and 0.098 of 0.208. Longer common vectors supply the rest.

## (g) Does a DSC displacement restore a real boundary?

*Keep $L_1$ on the side $n\cdot r<0$ of a plane and $L_2$ on the other side. Displace grain 2 by $t=l_1+l_2$. What must happen to the plane?*

**Solution.** Move the plane to $n\cdot r=n\cdot l_1$. A site $r$ of $L_1$ is kept if $n\cdot(r-l_1)<0$, and $r-l_1$ is again in $L_1$. On the other side, $L_2+t=L_2+l_1$. The new bicrystal is therefore the old one translated by $l_1$.

The same translation carries any relaxed arrangement of atoms into an equivalent one. It also carries each scattering state between infinite grains into a scattering state, changing amplitudes by phases alone. The electron transmission probability is thus unchanged. This argument requires the plane to move by $n\cdot l_1$.

Take the symmetric tilt plane with $n=(3,1,0)/\sqrt{10}$ in the $\Sigma5$ example, and $b=a(-1,3,0)/10$, which lies in the plane. One decomposition is
$$b=\frac a2(1,-1,0)+\frac a5(-3,4,0),$$
where the second vector is $R(0,a,0)$ and so belongs to $L_2$. The plane moves by
$$n\cdot l_1=\frac{a}{2\sqrt{10}}(3-1)=\frac a{\sqrt{10}}=0.114\ \mathrm{nm}.$$

Other decompositions replace $l_1$ by $l_1+c$ with $c\in C$. Write $c=a(x,y,z)/2$ with integer $x,y,z$. Membership of $L_2$ requires $4x+3y\equiv0$ modulo 5, hence $x\equiv3y$ and $3x+y\equiv10y\equiv0$. So $n\cdot c$ is a multiple of $5q$, where $q=a/(2\sqrt{10})=0.057$ nm is the spacing of atomic planes. The possible shifts are $2q+5jq$ with integer $j$. The smallest in magnitude is $2q=0.114$ nm, and zero is absent.

A line that separates displaced from undisplaced parts of this boundary, with the same structure on both sides, is a dislocation with Burgers vector $b$. Here it must also carry a step of at least 0.114 nm, although $b$ itself lies in the plane. This bound is for structures related by a translation. For a plane that does not pass through coincident sites, a mirror image of the original structure can appear at a smaller step: with the cut at $n\cdot r=3.5q$ the displacement $b$ produces it with no step at all.

## (h) What happens away from coincidence?

*Treat first a $30^\circ$ twist about $[001]$, then a small error $\delta$ in the angle of the $\Sigma5$ rotation, the axis remaining $[001]$.*

**Solution.** Each fcc grain contains a square lattice of side $a/\sqrt2$ in the plane $z=0$. Use complex numbers in units of this side, and let $\zeta=e^{i\pi/6}$. The in-plane sums include all $p+q'\zeta$, where $p$ and $q'$ have integer real and imaginary parts. Since $\zeta^2=1+i\zeta$, products of such numbers have the same form. From $\zeta+\zeta^{-1}=\sqrt3$ and $\zeta^{-1}=\zeta-i$ follows
$$2-\sqrt3=2+i-2\zeta .$$
This number, 0.268, is in the set, and so are all its powers, which tend to zero. Hence $L_1+L_2$ is not discrete. A search with integer coefficients up to 2 in magnitude finds a shortest nonzero sum of 0.068 nm; up to 8 it finds 0.018 nm. For the $\Sigma5$ angle both searches give 0.114 nm.

The reciprocal formula fails here as well. A common $g$ must have integer products with arbitrarily short in-plane vectors in two perpendicular directions, so its in-plane part vanishes. What remains is $g=(0,0,l)/a$ with even $l$. Its reciprocal set is the family of continuous planes $t_z=ja/2$, with integer $j$, which is larger than the countable set $L_1+L_2$.

Near coincidence the DSC lattice is still useful. An additional rotation displaces a point $r$, measured perpendicular to the axis, by $(R_\delta-1)r$. Its squared length is
$$[(\cos\delta-1)^2+\sin^2\delta]\,r^2=2(1-\cos\delta)r^2=4\sin^2(\delta/2)\,r^2 .$$
The local pattern recurs when this displacement equals a DSC vector $b$, at the distance
$$r=\frac{|b|}{2\sin(\delta/2)} .$$
If the boundary relaxes into patches of coincidence structure, this is the spacing of the dislocations between them. For $\delta=1^\circ$ about $[001]$ and $|b|=0.114$ nm it is 6.5 nm. The displacement is perpendicular to the axis, so $b$ must be too. For an additional rotation about $[100]$ the shortest such DSC vector has length 0.255 nm, and the pattern recurs only at 14.6 nm.

In a copper interconnect a few tens of nanometres wide, a rough typical size, a boundary with the $1^\circ$ error about $[001]$ would contain several of these dislocations, three to six for widths of 20 to 40 nm. At the 14.6 nm spacing it would contain only one to three. With an error of this size, exact coincidence does not extend across the line. A strain difference of 0.1% between the grains, also a rough figure, gives a spacing $|b|/0.001=114$ nm when the mismatch lies along a shortest DSC vector. Along $[001]$ the shortest parallel DSC vector has length $a$, and the spacing is 360 nm. Both are larger than such a line. Heating both grains by 100 K in free expansion, with a rough expansion coefficient of $1.7\times10^{-5}\ \mathrm{K^{-1}}$, lengthens $b$ by 0.0002 nm, or 0.17%, and leaves the coincidence intact. For independent oscillators with a rough quantum of 20 meV and the mass of copper, the root-mean-square vibration along one axis at 400 K is 0.008 nm, about 7% of $|b|$. A Debye spectrum, which includes the soft modes, gives 0.009 to 0.010 nm, about 8%, for a Debye temperature between 343 and 315 K. The periodicity then refers to mean positions. The relaxed structure and the value of its transmission have not been calculated; the lattice argument fixes which bicrystals are equivalent by a translation, not how well they conduct. Mirror images, as in part (g), are a further equivalence that it does not list.

## Computed results

```
lattice parameter a = 0.360 nm; width w = 0.040 nm
primitive cell volume = 0.011664 nm^3
Sigma5: angle = 36.8699 deg; index = 5
  allowed displacements: 5 of 1000 trials
  DSC cell volume = 0.002333 nm^3
  common reciprocal vector (1/a):   0.0000   0.0000  -2.0000
  common reciprocal vector (1/a):   1.0000  -3.0000  -1.0000
  common reciprocal vector (1/a):  -3.0000  -1.0000  -1.0000
  DSC basis vector (a):  -0.1000   0.3000   0.0000
  DSC basis vector (a):   0.3000   0.1000   0.0000
  DSC basis vector (a):   0.1000   0.2000   0.5000
  shortest DSC vector = 0.1138 nm
  U(0), U(b/2), U(b) = 0.21419, 0.15045, 0.21419
Sigma3: angle = 60.0000 deg; index = 3
  allowed displacements: 3 of 216 trials
  DSC cell volume = 0.003888 nm^3
  common reciprocal vector (1/a):  -1.0000  -1.0000  -1.0000
  common reciprocal vector (1/a):   2.0000   0.0000  -2.0000
  common reciprocal vector (1/a):   2.0000  -2.0000   0.0000
  DSC basis vector (a):  -0.3333   0.1667   0.1667
  DSC basis vector (a):  -0.1667  -0.1667   0.3333
  DSC basis vector (a):   0.3333   0.3333   0.3333
  shortest DSC vector = 0.1470 nm
  U(0), U(b/2), U(b) = 0.33568, 0.12755, 0.33568
triclinic pair: index [L1:C] = 6; allowed 4 of 64
  V2/V1 = 1.500; V1/V_DSC = 4.000
tilt boundary: b (a) =  -0.1000   0.3000   0.0000
  translation l1 (a) =   0.5000  -0.5000   0.0000
  smallest step height = 0.1138 nm
  sites compared = 43
30 deg twist, shortest sum: 0.0682 nm (coefficients to 2), 0.0183 nm (to 8)
Sigma5 twist, shortest sum: 0.1138, 0.1138 nm
misorientation error 1.0 deg: dislocation spacing = 6.52 nm
strain difference 1.0e-03: dislocation spacing = 114 nm
heating 100 K at 1.7e-05 /K: change of b = 0.00019 nm
vibration inputs: 400 K, 20 meV, 63.5 u
  rms vibration per axis = 0.0076 nm; ratio to b = 0.067
```
